# States of 2p5 3d(n+1) and the three dipole lines for n = 0: a numerical check

```python
"""
Result under test: 2p5 3d(n+1) has 6*C(10,n+1) determinants. For n=0 the 60
states form 1P,1D,1F,3P,3D,3F with twelve J levels. The closed shell 2p6 (1S0)
reaches only the three J=1 levels, whose energies and intensity shares follow
from a 3x3 matrix in the basis 1P1, 3P1, 3D1.
Symbols: F2, G1, G3 = 2p-3d Slater integrals; zeta_p, zeta_d = spin-orbit
constants (all eV); share = fraction of the total squared dipole element.
Independent road: all six electrons in a basis of determinants, with Coulomb
angular integrals from quadrature. The energy zero is the mean triplet energy
without spin-orbit coupling.
"""
from collections import Counter
from functools import lru_cache
from itertools import combinations
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.special import lpmv

F2, G1, G3, zeta_p, zeta_d = 5.0, 4.0, 2.0, 4.0, 0.1
# These three integrals only shift the whole configuration.
F0_pp, F2_pp, F0_pd = 30.0, 14.0, 7.0
hartree_eV = physical_constants["Hartree energy in eV"][0]

# ---- determinant counts: enumerate all occupations of 16 spin-orbitals ----
occupation_count = Counter()
for mask in range(1 << 16):
    occupation_count[((mask & 63).bit_count(), (mask >> 6).bit_count())] += 1
for n in range(10):
    assert occupation_count[(5, n + 1)] == 6 * comb(10, n + 1)

# ---- spin-orbitals (l, m, spin) and determinants of 2p5 3d1 ----
orbitals = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1)
            for s in (-0.5, 0.5)]
n_orb = len(orbitals)
dets = [63 ^ (1 << h) | (1 << e) for h in range(6) for e in range(6, 16)]
index = {det: i for i, det in enumerate(dets)}
dim = len(dets)


def remove(det, i):
    sign = -1 if (det & ((1 << i) - 1)).bit_count() % 2 else 1
    return det ^ (1 << i), sign


def add(det, i):
    sign = -1 if (det & ((1 << i) - 1)).bit_count() % 2 else 1
    return det | (1 << i), sign


def many_body(one_electron):
    """Matrix of a sum of one-electron operators in the determinant basis."""
    result = np.zeros((dim, dim))
    for col, det in enumerate(dets):
        for a, b in np.argwhere(one_electron != 0):
            a, b = int(a), int(b)
            if not det >> b & 1:
                continue
            rest, s1 = remove(det, b)
            if rest >> a & 1:
                continue
            new, s2 = add(rest, a)
            if new in index:
                result[index[new], col] += s1 * s2 * one_electron[a, b]
    return result


nodes, weights = np.polynomial.legendre.leggauss(16)


@lru_cache(None)
def theta_part(l, m):
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    phase = (-1) ** k if m < 0 else 1
    return phase * norm * lpmv(k, l, nodes)


@lru_cache(None)
def angular(k, a, b):
    """<a| C_kq |b> with q = m_a - m_b, by quadrature; spin ignored."""
    (la, ma, _), (lb, mb, _) = orbitals[a], orbitals[b]
    q = ma - mb
    if abs(q) > k:
        return 0.0
    integrand = theta_part(la, ma) * theta_part(k, q) * theta_part(lb, mb)
    return sqrt(4*pi / (2*k + 1)) * 2*pi * float(np.dot(weights, integrand))


@lru_cache(None)
def repulsion(a, b, c, d):
    """<ab|1/r12|cd>: electron one goes c->a, electron two d->b."""
    (la, ma, sa), (lb, mb, sb) = orbitals[a], orbitals[b]
    (lc, mc, sc), (ld, md, sd) = orbitals[c], orbitals[d]
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    if la == lc and lb == ld:
        radial = {0: F0_pp, 2: F2_pp} if la == lb else {0: F0_pd, 2: F2}
    else:
        radial = {1: G1, 3: G3}
    return sum(r * angular(k, c, a) * angular(k, b, d)
               for k, r in radial.items())


coulomb = np.zeros((dim, dim))
for col, det in enumerate(dets):
    occupied = [i for i in range(n_orb) if det >> i & 1]
    for c, d in combinations(occupied, 2):
        det1, s1 = remove(det, c)
        det2, s2 = remove(det1, d)
        free = [i for i in range(n_orb) if not det2 >> i & 1]
        for a, b in combinations(free, 2):
            det3, s3 = add(det2, b)
            det4, s4 = add(det3, a)
            if det4 in index:
                value = repulsion(a, b, c, d) - repulsion(a, b, d, c)
                coulomb[index[det4], col] += s1 * s2 * s3 * s4 * value
assert np.allclose(coulomb, coulomb.T, atol=1e-10)

# ---- angular momentum and spin-orbit operators ----
lz = np.diag([float(m) for _, m, _ in orbitals])
sz = np.diag([s for _, _, s in orbitals])
l_up, s_up = np.zeros((n_orb, n_orb)), np.zeros((n_orb, n_orb))
for b, (l, m, s) in enumerate(orbitals):
    if m < l:
        l_up[orbitals.index((l, m + 1, s)), b] = sqrt(l*(l + 1) - m*(m + 1))
    if s < 0:
        s_up[orbitals.index((l, m, 0.5)), b] = 1.0
l_dot_s = lz @ sz + 0.5 * (l_up @ s_up.T + l_up.T @ s_up)
is_p = np.diag([1.0 if l == 1 else 0.0 for l, _, _ in orbitals])
so_p = many_body(is_p @ l_dot_s)
so_d = many_body((np.eye(n_orb) - is_p) @ l_dot_s)
Lz, Sz, Lup, Sup = (many_body(o) for o in (lz, sz, l_up, s_up))


def square(z, up):
    return up.T @ up + z @ z + z


L2, S2, J2 = square(Lz, Lup), square(Sz, Sup), square(Lz + Sz, Lup + Sup)
zero_energy = np.trace(coulomb @ S2) / np.trace(S2)
coulomb -= zero_energy * np.eye(dim)

# ---- terms and J levels: joint eigenvalues against the coupling rules ----
codes, states = np.linalg.eigh(L2 + 100 * S2 + 10000 * J2)
assert np.allclose(codes, np.rint(codes), atol=1e-6)
codes = np.rint(codes).astype(int)
found = Counter(codes.tolist())
expected = {}
for S in (0, 1):
    for L in (1, 2, 3):
        for J in range(abs(L - S), L + S + 1):
            expected[(S, L, J)] = L*(L + 1) + 100*S*(S + 1) + 10000*J*(J + 1)
assert found == {code: 2*J + 1 for (S, L, J), code in expected.items()}

# ---- Coulomb term energies: determinant matrix against closed formulas ----
direct = {1: -F2/5, 2: F2/5, 3: -2*F2/35}
exchange = {1: 4*G1/3, 2: 0.0, 3: 18*G3/49}
term_energy = {}
for (S, L, J), code in expected.items():
    block = states[:, codes == code]
    energy = np.trace(block.T @ coulomb @ block) / block.shape[1]
    assert np.allclose(coulomb @ block, energy * block, atol=1e-8)
    assert abs(energy - direct[L] - (exchange[L] if S == 0 else 0)) < 1e-8
    term_energy[(S, L)] = energy

# ---- diagonal spin-orbit elements; the 2p sign is reversed for the hole ----
diagonal_so = {(0, 1, 1): (0, 0), (1, 1, 1): (0.25, -0.75),
               (1, 2, 1): (-0.25, -1.25)}
for key, (hole_value, d_value) in diagonal_so.items():
    block = states[:, codes == expected[key]]
    assert abs(np.trace(block.T @ so_p @ block) / 3 + hole_value) < 1e-8
    assert abs(np.trace(block.T @ so_d @ block) / 3 - d_value) < 1e-8

# ---- dipole vectors from the closed shell 2p6 ----
dipole = np.zeros((dim, 3))
for b in range(6):
    for a in range(6, 16):
        q = orbitals[a][1] - orbitals[b][1]
        if orbitals[a][2] == orbitals[b][2] and abs(q) <= 1:
            rest, s1 = remove(63, b)
            new, s2 = add(rest, a)
            dipole[index[new], q + 1] += s1 * s2 * angular(1, a, b)
total_strength = np.sum(dipole**2)


def spectrum(coulomb_scale, zp, zd):
    """Levels as (energy, degeneracy, mean J2, share, hole j=1/2 weight)."""
    e, u = np.linalg.eigh(coulomb_scale * coulomb + zp * so_p + zd * so_d)
    levels = []
    for group in np.split(np.arange(dim), np.where(np.diff(e) > 1e-6)[0] + 1):
        block = u[:, group]
        size = len(group)
        share = np.sum((dipole.T @ block)**2) / total_strength
        mean_j2 = np.trace(block.T @ J2 @ block) / size
        mean_so = np.trace(block.T @ so_p @ block) / size
        levels.append((e[group].mean(), size, mean_j2, share,
                       (mean_so + 0.5) / 1.5))
    return levels


def bright(levels):
    return [lev for lev in levels if lev[3] > 1e-10]


# ---- derived 3x3 matrix for J=1 ----
v = np.sqrt([1/3, 1/6, 1/2])
w = np.array([sqrt(3/5), -sqrt(3/10), -sqrt(1/10)])
assert abs(v @ w) < 1e-12


def small_matrix(coulomb_scale, zp, zd):
    terms = np.diag([-F2/5 + 4*G1/3, -F2/5, F2/5])
    hole = 0.5*np.eye(3) - 1.5*np.outer(v, v)
    electron = -1.5*np.eye(3) + 2.5*np.outer(w, w)
    return coulomb_scale*terms - zp*hole + zd*electron


for setting in ((1, zeta_p, zeta_d), (1, 1.0, 0.5), (1, zeta_p, 0.0),
                (0, zeta_p, zeta_d)):
    lines = bright(spectrum(*setting))
    assert len(lines) == 3
    e3, c3 = np.linalg.eigh(small_matrix(*setting))
    assert np.allclose([x[0] for x in lines], e3, atol=1e-7)
    assert np.allclose([x[3] for x in lines], c3[0]**2, atol=1e-7)

full = spectrum(1, zeta_p, zeta_d)
assert len(full) == 12
for energy, size, mean_j2, share, _ in full:
    J = (size - 1) // 2
    assert abs(mean_j2 - J*(J + 1)) < 1e-6
    assert (share > 1e-10) == (J == 1)
lines = bright(full)
energies = np.array([x[0] for x in lines])
shares = np.array([x[3] for x in lines])
matrix = small_matrix(1, zeta_p, zeta_d)
_, vectors = np.linalg.eigh(matrix)
assert np.allclose([x[4] for x in lines], (v @ vectors)**2, atol=1e-7)
cubic, quadratic = np.poly(matrix), np.poly(matrix[1:, 1:])
share_formula = (np.polyval(quadratic, energies)
                 / np.polyval(np.polyder(cubic), energies))
assert np.allclose(share_formula, shares, atol=1e-7)
assert abs(shares.sum() - 1) < 1e-9
centroid = shares @ energies
assert abs(centroid - (-F2/5 + 4*G1/3)) < 1e-7

# ---- limiting cases for the number of lines ----
no_so = bright(spectrum(1, 0, 0))
core_only = bright(spectrum(0, zeta_p, 0))
no_coulomb = bright(spectrum(0, zeta_p, zeta_d))
no_d_so = bright(spectrum(1, zeta_p, 0))
assert len(no_so) == 1 and len(core_only) == 2
assert np.allclose([x[3] for x in core_only], [2/3, 1/3], atol=1e-8)
assert np.allclose([x[3] for x in no_coulomb], [1/15, 3/5, 1/3], atol=1e-8)

# ---- printed numbers ----
print(f"inputs (eV): F2={F2}, G1={G1}, G3={G3}")
print(f"inputs (eV): zeta_p={zeta_p}, zeta_d={zeta_d}")
for n in range(10):
    print(f"n={n}: determinants of 2p5 3d{n+1} = {occupation_count[(5, n+1)]}")
for (S, L), energy in term_energy.items():
    print(f"term {2*S+1}{'SPDF'[L]}: {(2*S+1)*(2*L+1)} states, "
          f"Coulomb energy {energy:.4f} eV")
for J in range(5):
    number = sum(1 for x in full if x[1] == 2*J + 1)
    print(f"J={J}: {number} levels, {number*(2*J+1)} states")
print("J=1 matrix (eV), order 1P1, 3P1, 3D1:")
for row in matrix:
    print("  " + "  ".join(f"{x:9.5f}" for x in row))
print("cubic coefficients, E^3 first (eV powers):",
      " ".join(f"{x:.5f}" for x in cubic))
print("triplet-block coefficients, E^2 first (eV powers):",
      " ".join(f"{x:.5f}" for x in quadratic))
for i, line in enumerate(lines):
    print(f"line {i+1}: E={line[0]:.4f} eV = {line[0]/hartree_eV:.5f} hartree,"
          f" share={line[3]:.5f}")
    print(f"  weights 1P1, 3P1, 3D1: "
          + " ".join(f"{x:.4f}" for x in vectors[:, i]**2)
          + f"; hole j=1/2 weight {line[4]:.4f}")
print(f"sum of shares = {shares.sum():.5f}")
print(f"intensity-weighted mean energy = {centroid:.4f} eV")
print(f"line 3 minus line 2 = {energies[2]-energies[1]:.4f} eV")
print(f"bare 2p spin-orbit splitting = "
      f"{core_only[1][0]-core_only[0][0]:.4f} eV")
print(f"share ratio (line 1 + line 2)/line 3 = "
      f"{(shares[0]+shares[1])/shares[2]:.4f}")
for label, case in (("Coulomb only", no_so), ("2p spin-orbit only", core_only),
                    ("both spin-orbits, no Coulomb", no_coulomb),
                    ("Coulomb and 2p spin-orbit", no_d_so)):
    print(f"{label}: {len(case)} lines; E (eV):",
          " ".join(f"{x[0]:.4f}" for x in case), "; shares:",
          " ".join(f"{x[3]:.5f}" for x in case))
print("done: every assertion held")
```

Running it gives:

```
inputs (eV): F2=5.0, G1=4.0, G3=2.0
inputs (eV): zeta_p=4.0, zeta_d=0.1
n=0: determinants of 2p5 3d1 = 60
n=1: determinants of 2p5 3d2 = 270
n=2: determinants of 2p5 3d3 = 720
n=3: determinants of 2p5 3d4 = 1260
n=4: determinants of 2p5 3d5 = 1512
n=5: determinants of 2p5 3d6 = 1260
n=6: determinants of 2p5 3d7 = 720
n=7: determinants of 2p5 3d8 = 270
n=8: determinants of 2p5 3d9 = 60
n=9: determinants of 2p5 3d10 = 6
term 1P: 3 states, Coulomb energy 4.3333 eV
term 1D: 5 states, Coulomb energy 1.0000 eV
term 1F: 7 states, Coulomb energy 0.4490 eV
term 3P: 9 states, Coulomb energy -1.0000 eV
term 3D: 15 states, Coulomb energy 1.0000 eV
term 3F: 21 states, Coulomb energy -0.2857 eV
J=0: 1 levels, 1 states
J=1: 3 levels, 9 states
J=2: 4 levels, 20 states
J=3: 3 levels, 21 states
J=4: 1 levels, 9 states
J=1 matrix (eV), order 1P1, 3P1, 3D1:
    4.33333    1.30815    2.38825
    1.30815   -2.07500    1.77535
    2.38825    1.77535    1.87500
cubic coefficients, E^3 first (eV powers): 1.00000 -4.13333 -15.32417 10.79775
triplet-block coefficients, E^2 first (eV powers): 1.00000 0.20000 -7.04250
line 1: E=-2.7790 eV = -0.10213 hartree, share=0.00405
  weights 1P1, 3P1, 3D1: 0.0040 0.8890 0.1070; hole j=1/2 weight 0.0137
line 2: E=0.6172 eV = 0.02268 hartree, share=0.33905
  weights 1P1, 3P1, 3D1: 0.3390 0.0534 0.6076; hole j=1/2 weight 0.0957
line 3: E=6.2951 eV = 0.23134 hartree, share=0.65690
  weights 1P1, 3P1, 3D1: 0.6569 0.0576 0.2855; hole j=1/2 weight 0.8906
sum of shares = 1.00000
intensity-weighted mean energy = 4.3333 eV
line 3 minus line 2 = 5.6779 eV
bare 2p spin-orbit splitting = 6.0000 eV
share ratio (line 1 + line 2)/line 3 = 0.5223
Coulomb only: 1 lines; E (eV): 4.3333 ; shares: 1.00000
2p spin-orbit only: 2 lines; E (eV): -2.0000 4.0000 ; shares: 0.66667 0.33333
both spin-orbits, no Coulomb: 3 lines; E (eV): -2.1500 -1.9000 3.8500 ; shares: 0.06667 0.60000 0.33333
Coulomb and 2p spin-orbit: 3 lines; E (eV): -2.6854 0.5994 6.4193 ; shares: 0.00707 0.34737 0.64557
done: every assertion held
```
